# Dynamical Structure Factor from Molecular Dynamics: Estimator and Moment Sum Rules

A molecular dynamics run of a 108-particle model liquid gives, at $Q=19.796\ \mathrm{nm^{-1}}$, a spectrum $S(Q,\omega)$ whose second frequency moment is $8.08\ \mathrm{ps^{-2}}$ when the density correlation is tapered to zero over 10 ps. Tapering the same data over 2 ps raises the moment by $2.40\ \mathrm{ps^{-2}}$, or 30% of the first value, while the area under the spectrum is the same for any taper that equals 1 at zero lag. At a given $Q$ the second moment of a large fluid is fixed by temperature and mass alone, so part of the computed number belongs to the estimator, and that part can be calculated.

## Definitions and exact rules

Take $N$ identical classical particles of mass $m$ in a periodic cube of side $L$, with velocity-independent forces, fixed energy and zero total momentum. Define

$$\rho_{\mathbf Q}=\sum_j e^{i\mathbf Q\cdot\mathbf r_j},\qquad j_{\mathbf Q}=\sum_j(\hat{\mathbf Q}\cdot\mathbf v_j)\,e^{i\mathbf Q\cdot\mathbf r_j},$$

$$F(t)=\frac1N\langle\rho(t)\rho(0)^*\rangle,\qquad S(Q,\omega)=\frac1{2\pi}\int F(t)\,e^{-i\omega t}dt .$$

The inverse transform is $F(t)=\int S\,e^{i\omega t}d\omega$. Setting $t=0$ gives the zeroth rule $\int S\,d\omega=F(0)=\langle|\rho|^2\rangle/N\equiv S(Q)$. Differentiating twice first gives $\int\omega^2S\,d\omega=-F''(0)$.

Differentiating $\langle\rho(s+t)\rho(s)^*\rangle$ once gives $\langle\dot\rho(s+t)\rho(s)^*\rangle$. Stationarity allows both times to be shifted by $-t$, giving $\langle\dot\rho(s)\rho(s-t)^*\rangle$, and a second derivative gives $-\langle\dot\rho(s)\dot\rho(s-t)^*\rangle$. The chain rule gives $\dot\rho=iQj$, so

$$-F''(t)=\frac{Q^2}{N}\langle j(t)j(0)^*\rangle .$$

Thus $\omega^2S(Q,\omega)$ is $Q^2$ times the spectrum of the longitudinal current.

At fixed positions the kinetic energy $E_k$ is fixed, and the microcanonical velocity distribution is uniform on a sphere in the subspace $\sum_j\mathbf v_j=0$. Its covariance is therefore proportional to the projector on that subspace, $\langle v_{j\alpha}v_{l\beta}\rangle=A\,\delta_{\alpha\beta}(\delta_{jl}-1/N)$. The trace, $3(N-1)A=2E_k/m$, fixes $A$. Inserting the covariance in $|j|^2$ gives $A(N-|\rho|^2/N)$. With $k_BT=\langle2E_k\rangle/[3(N-1)]$, and neglecting the correlation between $E_k$ and $|\rho|^2$ inside the $1/N$ term,

$$\int\omega^2S\,d\omega=\frac{Q^2k_BT}{m}\left(1-\frac{S(Q)}{N}\right).$$

For a perfect lattice at a Bragg vector $S(Q)=N$ and the moment vanishes, because $j$ is then the total momentum along $\hat{\mathbf Q}$ divided by $m$, up to a phase. In a thermal crystal $S(Q)/N$ at a Bragg vector stays of order one however large $N$ is, so the factor becomes negligible with size only in a fluid or away from Bragg vectors.

## Three frames by hand

Take one particle drifting at speed $u$ along $\mathbf Q$, recorded in $M=3$ frames a time $\Delta$ apart. Then $\rho_j=e^{i\phi j}$ with $\phi=Qu\Delta$ and $j=0,1,2$.

The lagged sums $R_k=\sum_{j=0}^{M-1-k}\rho_{j+k}\rho_j^*$ are $R_0=3$, $R_1=2e^{i\phi}$ and $R_2=e^{2i\phi}$. Dividing each by its number of terms gives $C_k=R_k/(M-k)=e^{i\phi k}$, the true $F(k\Delta)$.

The same sums come from a discrete Fourier transform of length $P\ge M$, with zeros appended. With $\hat\rho_l=\sum_j\rho_je^{-2\pi ilj/P}$,

$$\frac1P\sum_{l=0}^{P-1}|\hat\rho_l|^2e^{2\pi ilk/P}=\sum_{j,j'}\rho_j\rho_{j'}^*\,\frac1P\sum_le^{2\pi il(k-j+j')/P},$$

and the inner geometric sum is 1 when $j-j'\equiv k \pmod P$ and 0 otherwise. For $P=3$ and $k=1$ both $j-j'=1$ and $j-j'=-2$ qualify, and the result is $R_1+R_2^*=2e^{i\phi}+e^{-2i\phi}$, which is wrong. For $P=2M=6$ the second choice would be $j-j'=-5$, which three frames cannot supply, and the result is $R_1$.

Now keep lags up to $K=2$, so that $t_w=K\Delta=2\Delta$, and multiply by the Hann window $w_k=\cos^2(\pi k/2K)$, whose values are $1,\tfrac12,0$. Negative lags follow from $C_{-k}=C_k^*$. The periodic array of $2K=4$ points is $G=(1,\tfrac12e^{i\phi},0,\tfrac12e^{-i\phi})$. The frequencies are $\omega_l=l\,\delta\omega$ with $\delta\omega=\pi/t_w=\pi/(2\Delta)$ and $l=-1,0,1,2$. Replacing the time integral by a sum,

$$S_l=\frac{\Delta}{2\pi}\sum_kG_ke^{-i\omega_lk\Delta}=\frac{\Delta}{2\pi}\left[1+\cos\!\left(\phi-\frac{\pi l}{2}\right)\right],\qquad S_l\,\delta\omega=\frac14\left[1+\cos\!\left(\phi-\frac{\pi l}2\right)\right].$$

Four cosines a quarter turn apart cancel, so $\sum_lS_l\,\delta\omega=1=C_0$ for any $\phi$: the zeroth rule holds whatever the particle does. For $\phi=\pi/2$ the maximum is at $l=1$, where $\omega=+Qu$, which fixes the sign convention. Replacing $\phi$ by $\phi+2\pi$ changes nothing, so frequencies differing by $2\pi/\Delta$ are indistinguishable. For a particle at rest, $\phi=0$, the weights at $l=-1,0,1,2$ are $\tfrac14,\tfrac12,\tfrac14,0$, and the second moment is $\delta\omega^2/2=\pi^2/(2t_w^2)$ although nothing moves. This is the window term behind the opening numbers.

## The general method

1. Choose $\mathbf Q=2\pi\mathbf n/L$ with integer $\mathbf n$, grouped in shells of equal $|\mathbf n|^2$. Keep one of each pair $\pm\mathbf Q$, since $\rho_{-\mathbf Q}=\rho_{\mathbf Q}^*$.
2. Compute $\rho$ and $j$ in all $M$ frames, at a cost of order $NM$ per vector.
3. Pad to $2M$, transform, square the modulus and transform back, at a cost of order $M\log M$. Set $C_k=R_k/[N(M-k)]$.
4. Average over the shell and take the real part, which restores the partners $-\mathbf Q$.
5. Form $G_k=w_kC_k$ on $2K$ points and $S_l=(\Delta/2\pi)\sum_kG_ke^{-i\omega_lk\Delta}$, with $\delta\omega=\pi/t_w$.
6. Sum the moments and remove the two estimator terms derived below.

**Commensurate wavevectors.** Wrapping a coordinate by $L$ multiplies its term in $\rho$ by $e^{\pm iQ_\alpha L}=e^{\pm2\pi in_\alpha}=1$. For any other $Q$ along an axis, a uniform fluid with wrapped coordinates has $\langle\rho\rangle=N\int_0^Le^{iQx}dx/L=N(e^{iQL}-1)/(iQL)$. This constant puts a false elastic line of weight $|\langle\rho\rangle|^2/N$ at $\omega=0$. Each boundary crossing also makes $\rho$ jump by $|e^{iQL}-1|$. A particle crosses at the rate $\nu=\langle|v_x|\rangle/L=\sqrt{2k_BT/\pi m}/L$, hence with probability $\nu\Delta$ per interval. If jumps are treated as uncorrelated with each other and with the smooth motion, the mean of $|\rho_{j+1}-\rho_j|^2/(N\Delta^2)$ gains $|e^{iQL}-1|^2\nu/\Delta$, which diverges as $\Delta\to0$.

**Zeroth moment.** The geometric sum used above gives $\sum_lS_le^{i\omega_lk\Delta}\delta\omega=G_k$, because $(\Delta/2\pi)(2K)(\pi/K\Delta)=1$. At $k=0$ this is $w_0C_0=C_0$, the time average of $|\rho|^2/N$. The rule is an identity of the transform. It detects a wrong normalisation and says nothing about the dynamics or the sampling.

**Window term.** Treat $G=wC$ as continuous, which requires the spectrum to have decayed well below the Nyquist frequency $\pi/\Delta$. For smooth even $C$, and $w=\tfrac12[1+\cos(\pi t/t_w)]$, both first derivatives vanish at $t=0$ and $w''(0)=-\pi^2/(2t_w^2)$. Then $G''=C''w+2C'w'+Cw''$ gives $-G''(0)=-C''(0)+\pi^2C_0/(2t_w^2)$.

**End term.** The estimated $C$ is not smooth at zero lag. Let $D=\sum_{j=0}^{M-2}|\rho_{j+1}-\rho_j|^2/N$ and $e=(|\rho_0|^2+|\rho_{M-1}|^2)/N$. On expanding the squares, every frame appears twice except the first and last, so $D=2MC_0-e-2(M-1)\,\mathrm{Re}\,C_1$. Solving for $\mathrm{Re}\,C_1$, with run length $t_r=(M-1)\Delta$,

$$\mathrm{Re}\,C_1=C_0-\frac{D}{2(M-1)}+c\,\Delta,\qquad c=\frac{C_0-e/2}{t_r}.$$

The middle term is of order $\Delta^2$ and is the physical curvature. The last is linear in the lag, and since $\mathrm{Re}\,C$ is even it is a cusp $c|t|$. Stationarity gives $\langle e\rangle=2\langle C_0\rangle$, so $c$ has zero mean, but it is nonzero in a given run. The function $\omega^2S$ is the transform of $-G''$, and

$$-(c|t|w)''=-2c\,\delta(t)-c\,[\,2\,\mathrm{sgn}(t)\,w'+|t|w''\,].$$

The bracket vanishes at $t=0$, so its integral over a band much wider than $\delta\omega$ tends to zero. The delta function has the flat spectrum $-2c/2\pi$, which contributes $-2c\,\omega_c/\pi$ over $|\omega|<\omega_c$. Collecting terms, and replacing the curvature by the time-averaged current up to boundary terms that vanish as $1/t_r$,

$$M_2(\omega_c)=\sum_{|\omega_l|<\omega_c}\omega_l^2S_l\,\delta\omega\simeq\frac{Q^2\overline{|j|^2}}{N}+\frac{\pi^2C_0}{2t_w^2}+\frac{(e-2C_0)\,\omega_c}{\pi t_r}.$$

The cutoff must lie above the current spectrum, or the first term is incomplete, and no higher than needed, since the end term grows with $\omega_c$.

Over the full band there is an exact discrete counterpart. Writing $4\sin^2(\omega\Delta/2)=2-e^{i\omega\Delta}-e^{-i\omega\Delta}$ and using the inverse transform at $k=0,\pm1$ gives $2G_0-2\,\mathrm{Re}\,G_1$, and $G_1=w_1C_1$ then yields

$$\sum_l\left[\frac{2\sin(\omega_l\Delta/2)}{\Delta}\right]^2S_l\,\delta\omega=\frac{D+e-2C_0}{(M-1)\Delta^2}+\frac{2(1-w_1)\,\mathrm{Re}\,C_1}{\Delta^2}.$$

On the grid the second difference of $|k|$ vanishes except at $k=0$, so, with the window terms dropped as above, the cusp spectrum is flat after multiplication by the squared sine factor in place of $\omega^2$. The ratio of $\omega^2$ to that factor is $1+(\omega\Delta)^2/12$ to leading order, with band average $1+(\omega_c\Delta)^2/36$, so the grid changes the end term by the fraction $(\omega_c\Delta)^2/36$.

Dividing $R_k$ by $M$ in place of $M-k$ multiplies $C$ by $1-|t|/(M\Delta)$. This adds $-C_0/t_r$ to $c$ at leading order in $1/M$, and a systematic $2C_0\omega_c/(\pi t_r)$ to $M_2$.

**Noise.** If $\rho$ is a Gaussian process and $t_r\gg t_w$, the values $|\hat\rho|^2$ at spacing $2\pi/t_r$ are squared moduli of independent complex Gaussians, each with standard deviation equal to its mean. The window averages them with weights $p_m=W(\omega_m)\,2\pi/t_r$, where $W$ is the transform of $w$ and $\sum_m p_m=1$. For $S$ slowly varying over $\delta\omega$ the relative variance is $\sum_m p_m^2=(2\pi/t_r)\int W^2d\omega=t_r^{-1}\int w^2dt$ by Parseval's theorem. The mean of $\cos^4$ is $3/8$, so $\int w^2dt=3t_w/4$ and the relative noise per vector is $\sqrt{3t_w/4t_r}$. A short window lowers the noise and coarsens the resolution: $W$ falls to half its maximum at $\omega=\pm\pi/t_w$, so a sharp line acquires a full width of $2\pi/t_w$.

**Aliasing.** Sampling at a longer interval $\Delta'$ moves weight at $\omega$ to the frequency $\omega-2\pi p/\Delta'$, with integer $p$, that lies within $\pm\pi/\Delta'$. The weight is kept and $|\omega|$ does not increase, so the zeroth moment survives, and for non-negative $S$ the second cannot rise.

## A solvable trajectory

One particle with $x=ut+a\sin\Omega t$, wrapped in the box, has $\rho=\sum_nJ_n(Qa)\,e^{i(Qu+n\Omega)t}$ by the Jacobi–Anger expansion. Time averaging removes the cross terms for $\Omega t_r\gg1$, which leaves lines at $Qu+n\Omega$ of weight $J_n^2(Qa)$. Since $|\rho|=1$, $e=2C_0$ and the end term is zero. Take $Q=6.9989\ \mathrm{nm^{-1}}$, $u=200$ m/s, $Qa=1.5$, $\Omega=10$ rad/ps, and the $M$, $\Delta$, $t_w$ of the liquid below. The algorithm gives weights 0.2621, 0.3109, 0.0538 for $n=0,1,2$, against $J_n^2=0.2620,\ 0.3113,\ 0.0539$. The expected second moment is $Q^2\overline{v^2}$ plus the window term, $1.3998^2+(1.5\times10)^2/2+\pi^2/200=114.509\ \mathrm{ps^{-2}}$, and the full-band sum gives 114.485.

## The model liquid

The pair potential is $\varphi(r)=4\varepsilon[(\sigma/r)^{12}-(\sigma/r)^6]$ in shifted-force form, $\varphi(r)-\varphi(r_c)-(r-r_c)\varphi'(r_c)$ for $r<r_c$. The parameters are round model values: $\varepsilon/k_B=100$ K, $\sigma=0.35$ nm, $m=6.642\times10^{-26}$ kg, $r_c=0.875$ nm, $N=108$ and $N\sigma^3/L^3=0.80$. Hence $L=1.7955$ nm and $2\pi/L=3.4995\ \mathrm{nm^{-1}}$. A lattice was melted and equilibrated, then integrated at constant energy by velocity Verlet with step $h=0.010$ ps. With $\Delta=0.020$ ps, $M=6000$ and $K=500$, the run has $t_r=119.98$ ps, $t_w=10$ ps, $\delta\omega=0.3142$ rad/ps and a Nyquist frequency of 157 rad/ps. The run gave $T=100.89$ K and $k_BT/m=2.0971\times10^4\ \mathrm{m^2s^{-2}}$. The cutoff is $\omega_c=40.055$ rad/ps; the current spectrum, computed by the same algorithm, has at most $1.7\times10^{-4}$ of its weight beyond it in the four shells. Time averages stand in for ensemble averages, which assumes an ergodic run.

For $|\mathbf n|^2=32$ (6 vectors), $C_0=2.0304$, equal to $\sum S_l\,\delta\omega$, and $e=3.4273$. In $\mathrm{ps^{-2}}$,

$$\text{window}=\frac{\pi^2\times2.0304}{2\times10^2}=0.1002,\qquad\text{end}=\frac{(3.4273-4.0608)\times40.055}{\pi\times119.98}=-0.0673,$$

$$M_2^{\rm corr}=8.0788-0.1002+0.0673=8.0459,\qquad\text{target}=8.2181\left(1-\frac{2.0304}{108}\right)=8.0636,$$

where $8.2181\ \mathrm{ps^{-2}}$ is $Q^2k_BT/m$. Shortening $t_w$ fivefold multiplies the window term by 25, an increase of $24\times0.1002=2.405$, and the observed increase is 2.4046. In the full-band identity the end term is $-0.6335/(119.98\times0.020)=-0.2640$, about four times the value with the cutoff. The $1/M$ estimator should add $4.0608\times40.055/(\pi\times119.98)=0.4315$. It adds 0.4360, which is 1.0% more. The grid correction $(0.80)^2/36$ gives $+1.8\%$. Here the cusp multiplies $wC/C_0\simeq1-M_2t^2/(2C_0)$, so the bracket becomes $-3(M_2/C_0)|t|$. The integral of the spectrum of $|t|$ over $|\omega|<\omega_c$ is $2/(\pi\omega_c)$, which changes the result by the fraction $-3M_2/(C_0\omega_c^2)=-0.7\%$. The two corrections together give 1.0%.

In the table, $Q$ is in $\mathrm{nm^{-1}}$ and the moments are in $\mathrm{ps^{-2}}$. The current column is $Q^2\overline{|j|^2}/N$ from the stored velocities, with the standard error from twenty consecutive blocks.

| $\lvert\mathbf n\rvert^2$ | $Q$ | $S(Q)$ | $M_2^{\rm corr}$ | current | target |
|---|---|---|---|---|---|
| 2 | 4.949 | 0.055 | 0.555 | 0.555 ± 0.012 | 0.513 |
| 6 | 8.572 | 0.073 | 1.515 | 1.512 ± 0.017 | 1.540 |
| 14 | 13.094 | 0.204 | 3.526 | 3.518 ± 0.034 | 3.589 |
| 32 | 19.796 | 2.030 | 8.046 | 8.04 ± 0.19 | 8.064 |

The position-derived moment exceeds the velocity-derived one by at most 0.24% of the latter ($3.5258/3.5175$). A difference of this sign and size is expected from the integrator. The stored velocity-Verlet velocity equals $[\mathbf r(t+h)-\mathbf r(t-h)]/2h$, which scales a motion of frequency $\omega$ by $\sin(\omega h)/(\omega h)$ and lowers its square by about $(\omega h)^2/3$, or 0.3% at 10 rad/ps.

Against equipartition, three shells lie below the target by 1.5, 1.9 and 0.1 standard errors. The smallest shell lies 8.1% above its target, or $(0.5550-0.5134)/0.0120=3.5$ standard errors, more than the error bar suggests. The spectral estimator is not responsible, because the directly averaged current shows the same excess. Another trajectory of the same length put this shell 1.4% below its target, within a 2.2% error, so the excess does not recur and is consistent with a fluctuation of this run. The factor $1-S/N$, a 1.9% reduction at the largest $Q$, is smaller than the 2.3% error there and is not resolved.

The root-mean-square frequency $\sqrt{M_2^{\rm corr}/S(Q)}$ is 4.6 rad/ps (3.0 meV) at $|\mathbf n|^2=6$ and $\sqrt{8.0459/2.0304}=2.0$ rad/ps (1.3 meV) at $|\mathbf n|^2=32$. The moment grows 5.3-fold between these shells while $S(Q)$ grows 28-fold. The tabulated $S(Q)$ are values of this run: between trajectories of this length they move by 3 to 5%, and the ratio moves from 28 to 26. This is de Gennes narrowing as seen in the root-mean-square frequency, which the two rules fix once $S(Q)$ is known. They do not fix the half-width of the line, which depends on the shape of the spectrum.

The scatter among the 24 symmetry-equivalent vectors of $|\mathbf n|^2=14$, taken before the real part and averaged in quadrature over frequencies of a few rad/ps, is 0.257 of the mean for $t_w=10$ ps and 0.119 for 2 ps. The Gaussian formula gives $\sqrt{7.5/119.98}=0.250$ and 0.112. Resampling the correlation function of that shell at 0.5 ps puts the Nyquist frequency at 6.28 rad/ps, below the current peak. The area stays 0.2039 while the raw second moment falls from 3.53 to $1.79\ \mathrm{ps^{-2}}$.

An incommensurate choice, $n=1.5$ along an axis with wrapped coordinates, has $QL=3\pi$ and $|e^{iQL}-1|=2$. The formula gives $|\langle\rho\rangle|=2\times108/3\pi=22.92$, the run gives 22.99, and the false elastic weight is $22.92^2/108=4.86$. With $\nu=0.0644\ \mathrm{ps^{-1}}$ the squared increment rate is predicted as $0.578+4\times0.0644/0.020=13.5\ \mathrm{ps^{-2}}$. The run gives 13.57, more than twenty times the physical value $Q^2k_BT/m=0.578\ \mathrm{ps^{-2}}$.
